Spin current as the angular derivative of a trilayer's grand potential, part 2

Two magnets are separated by a nonmagnetic spacer, and their exchange fields make an angle θ. The problem is to find the equilibrium spin current J_y through the spacer. Directions are those of spin, flow from left to right is positive, and J_y has the unit of energy. The electrons are independent, with the Hamiltonian

H(θ) = H₀ + X_L + X_R(θ).

H₀ holds the site energies and hoppings and is the unit matrix in spin. X_L and X_R are the exchange terms of the two magnets, and σ_x, σ_y, σ_z are the Pauli matrices. With chemical potential μ, temperature T and Fermi function

1/(e^{(E−μ)/kT} + 1) = f(E),

the grand potential Ω obeys

dΩ/dθ = Tr[f(H) dH/dθ].

For a cut in the spacer, P projects on all layers to its right, and T_c is the sum of all hoppings that cross it. The spin to the right and the current are

S_y = (ħ/2) P σ_y,
J_y = (i/ħ) Tr(f [T_c, S_y]).

For a finite trilayer with rigid exchange fields and no spin-orbit coupling, the theorem is

J_y = −∂Ω/∂θ at fixed μ and T.

At fixed mean electron number N, the current is equally −(dF/dθ)_N, with F = Ω + μN.

If the exchange splittings Δ_i on the magnetic sites respond to θ, the theorem holds for the full functional

Ω_tot = Ω(θ, {Δ_i}) + Σ_i Δ_i²/(4I),

which is stationary when Δ_i = I s_i. Here s_i is the average of σ along the exchange direction on site i, and I is the interaction constant.

The computed values at the end also cover two earlier examples. "General" is a trilayer of three magnetic, four spacer and three magnetic layers, with two orbitals each, partly random parameters, hoppings near 1 eV and exchange splittings near 1.5 eV. "Self-consistent" is a chain of four magnetic, four spacer and four magnetic sites at μ = 0 and θ = 1 rad.

## Semi-infinite magnets and a worked example

The symbols carried over are these. The exchange fields point along z on the left and along m_R = (sin θ, 0, cos θ) on the right. Ω is the grand potential, μ the chemical potential, f the Fermi function, and J_y the spin current from left to right through a cut in the spacer, an energy. For a finite trilayer without spin-orbit coupling and with rigid exchange fields, J_y = −dΩ/dθ. The proof used Tr(f[S_y, H]) = 0, where S_y is the spin to the right of the cut.

For magnets that extend to infinity this trace is unsafe. Cyclic permutation is not guaranteed for operators of infinite extent, and the trace could conceal a flow at infinity. The following proof avoids it and also yields a formula for computation. I treat one orbital per site and a lattice that is periodic in the plane. Each in-plane wavevector then gives an independent chain, with nearest-neighbour hopping −t between layers.

The Fermi function can be expanded in its poles. With ω_ν = (2ν+1)πkT for all integers ν, and z_ν = μ + iω_ν,

f(E) = ½ + kT Σ_ν 1/(z_ν − E),

where terms with frequencies ±ω_ν are added in pairs. To see this, put x = (E−μ)/kT, so that f − ½ = −½ tanh(x/2). The function tanh(x/2) has simple poles at x = ±i(2ν+1)π with residue 2. A pair of poles contributes 4x/[x² + (2ν+1)²π²], and the sum of these terms over ν ≥ 0 is tanh(x/2), because the difference of the two sides has no poles, is bounded and is odd. Multiplied by −½, each term equals the corresponding pair in the sum above.

For a long but finite chain let G(z) = (z−H)⁻¹. The trace of dH/dθ vanishes because Pauli matrices are traceless, so the constant ½ drops out:

dΩ/dθ = Tr[f(H) dH/dθ] = kT Σ_ν Tr[G(z_ν) dH/dθ] = −kT Σ_ν (d/dθ) ln det(z_ν − H).

Now cut one spacer bond, between site l on the left and site r on the right. Let g_L be the 2×2 spin block at l of the resolvent of the isolated left part, and g_R the block at r for the isolated right part. With g the resolvent of the two separate parts and T_c the hopping through the cut,

det(z−H) = det(z−H_left) det(z−H_right) det(1 − gT_c).

The matrix gT_c has nonzero columns at l and r alone, so the last determinant reduces to the block on these two sites. That block has unit matrices on its diagonal and t g_L and t g_R off it, which gives

det(1 − gT_c) = det(1 − t² g_L g_R).

The isolated left part does not contain θ. The isolated right part at angle θ is a spin rotation of the same part at θ = 0, so its determinant does not depend on θ either. Hence

Ω(θ) = const − kT Σ_ν ln det[1 − t² g_L(z_ν) g_R(z_ν)].

The magnets can now be made infinitely thick. Each z_ν lies at least πkT from the real axis, and there the resolvent of a chain with short-range hopping decays exponentially with distance. The far surfaces therefore lose their influence on g_L and g_R. The angle-dependent part of the logarithm falls at least as fast as 1/ω_ν⁴, because the spin-dependent part of each g starts at order 1/z². The sum thus converges, and the limit may be taken term by term.

It remains to show that the derivative of this expression is the bond current. Since g_R turns with the right magnet, dg_R/dθ = −(i/2)[σ_y, g_R]. Write Q = (1 − t² g_L g_R)⁻¹. Then

(d/dθ) ln det(1 − t² g_L g_R) = −t² tr(Q g_L dg_R/dθ)
= (i t²/2) tr[Q g_L (σ_y g_R − g_R σ_y)]
= (i t²/2) tr σ_y (g_R Q g_L − Q g_L g_R).

The Green function of the joined chain obeys G = g + gT_cG. Its blocks satisfy G_lr = −t g_L G_rr and G_rr = g_R − t g_R G_lr. Eliminating G_rr gives

G_lr = −t g_L g_R + t² g_L g_R G_lr, hence G_lr = −t Q g_L g_R.

In the same way G_ll = g_L − t g_L G_rl and G_rl = −t g_R G_ll give G_ll = Q g_L, and then G_rl = −t g_R Q g_L. Therefore

(d/dθ) ln det(1 − t² g_L g_R) = −(i t/2) tr σ_y (G_rl − G_lr).

For the current, T_c = −t(|l⟩⟨r| + |r⟩⟨l|) and S_y contains (ħ/2)σ_y on site r, so

[T_c, S_y] = −(ħt/2) σ_y (|l⟩⟨r| − |r⟩⟨l|),
J_y = −(i t/2) tr σ_y (ρ_rl − ρ_lr),

where ρ = f(H). The pole expansion turns the off-diagonal blocks of ρ into kT Σ_ν G(z_ν), so

J_y = −kT Σ_ν (i t/2) tr σ_y (G_rl − G_lr) = kT Σ_ν (d/dθ) ln det(1 − t² g_L g_R) = −dΩ/dθ.

The theorem holds for semi-infinite magnets at T > 0, and no trace over an infinite region was permuted.

The determinant can be written out. Each side has a single spin axis, so g_L = a_L + b_L σ_z and g_R = a_R + b_R m_R·σ. For a 2×2 matrix M, det(1−M) = 1 − tr M + det M. With tr(g_L g_R) = 2(a_L a_R + b_L b_R cos θ) and det g = a² − b²,

det(1 − t² g_L g_R) = A − B cos θ,
A = 1 − 2t² a_L a_R + t⁴ (a_L² − b_L²)(a_R² − b_R²),
B = 2t² b_L b_R.

Differentiation gives

J_y = kT Σ_ν B sin θ/(A − B cos θ).

The current needs a spin-dependent response on both sides: if b_L or b_R vanishes, so does B. For |B| much smaller than |A|, the quotient expands as

J_y = kT Σ_ν [(B/A) sin θ + ½(B/A)² sin 2θ + …].

The leading term corresponds to an energy proportional to cos θ. The next one needs paths that make at least two round trips between the magnets. Such paths also contribute to the leading term, through the factor 1/A.

In the example the layers are simple cubic, with in-plane energy ε = −2t(cos k₁ + cos k₂). The majority band of the magnets coincides with the spacer band, and the minority band lies higher by Δ. For one spin direction set u = z − ε, or u = z − ε − Δ for the minority in the magnet. Adding a layer to a semi-infinite magnet leaves it unchanged, so its surface Green function satisfies g = 1/(u − t²g), with the solution

g = [u − √(u−2t) √(u+2t)]/(2t²).

This branch tends to 1/u far from the band, as it must. Each spacer layer is then added by g → 1/(u − t²g) with the u of the spacer. Half the sum and half the difference of the two spin channels are a and b.

For the single in-plane energy ε = −2.4 eV, with t = 0.8 eV, Δ = 1.5 eV, μ = −2 eV, T = 300 K, five spacer layers and θ = 1 rad, the formula gives J_y = 0.00349072 eV. Diagonalization of a finite slab with 150 layers in each magnet gives the same number to all digits shown. The energy Ω(1 rad) − Ω(0) is −0.00190765 eV by both routes.

The full example keeps these parameters, averages over the in-plane wavevectors and uses a lattice constant of 0.23 nm. An energy of 1 meV per in-plane cell is then 3.029 mJ/m². At 300 K, with semi-infinite magnets, the coupling depends on the spacer as follows (energies in mJ/m²):

layers  nm  Ω(180°)−Ω(0)  J_y(90°)
4  0.92  −0.172  0.086
5  1.15  0.239  −0.120
6  1.38  0.104  −0.052
7  1.61  −0.087  0.043
8  1.84  −0.073  0.037
9  2.07  0.036  −0.018

A negative energy difference favours antiparallel magnets. The sign changes between 4 and 5, 6 and 7, and 8 and 9 layers. Interference of electron waves reflected by the two magnets is the likely cause, though no separate test of that was made here.

Four layers give the most antiparallel coupling in this range. The angular dependence there is (mJ/m²):

θ  Ω−Ω(0)  J_y
0°  0  0
30°  −0.0123  0.0457
60°  −0.0453  0.0772
90°  −0.0891  0.0861
120°  −0.1315  0.0721
150°  −0.1616  0.0406
180°  −0.1724  0

By the theorem the area under J_y must equal the energy gained. Simpson's rule with steps of π/6 gives

(π/18)[4(0.0457 + 0.0861 + 0.0406) + 2(0.0772 + 0.0721)] = 0.1725 mJ/m²,

against 0.1724 mJ/m² from the energies. The current is positive at all the intermediate angles listed and drives the magnets towards 180°. It is slightly larger at 30° than at 150°. With J_y ≈ j₁ sin θ + j₂ sin 2θ, these two values give

j₁ = 0.0457 + 0.0406 = 0.0863 mJ/m²,
j₂ = (0.0457 − 0.0406)/(2 sin 60°) = 0.0029 mJ/m².

The second harmonic is about 3% of the first, although |B/A| reaches 0.34 at some wavevectors at the lowest frequency. Single round trips between the magnets give 0.0805 mJ/m² of j₁, and double round trips add 0.0053 mJ/m² to j₁ and 0.0026 mJ/m² to j₂. Multiplied by 2e/ħ, the current at 90° corresponds to a charge-current density of 2.6×10⁷ A/cm², although no charge current of that size flows.

The model contains the thermal smearing of the electrons: at 150 K the energy difference is −0.185 mJ/m², 7% larger in magnitude than at 300 K. Three neglected effects can be sized. The first two use a slab with eight-layer magnets. With a converged average over wavevectors its current at 90° is 0.1185 mJ/m², against 0.086 mJ/m² for semi-infinite magnets. The coupling is sensitive to magnet thickness, since seven-layer magnets give −0.081 mJ/m². It also needs dense sampling: a 32×32 mesh over the zone gives −0.63 mJ/m² for the eight-layer slab, wrong in size and sign.

A spin-orbit energy of 0.05 eV, a rough value, was placed on the two interface layers of the spacer, with the film normal along the rotation axis y. To second order in this energy and with a converged average over wavevectors, −dΩ/dθ at 90° stays at 0.1185 mJ/m², and the slab's current differs from it by 4×10⁻⁵ mJ/m². At 30°, 60°, 120° and 150° the difference is 2 to 3×10⁻⁵ mJ/m². Other geometries need not give so small a difference. At single wavevectors the failure is much larger, 3.1 mJ/m² in mean magnitude. The spin-orbit term used is odd in the in-plane wavevector and the rest of H is even, so the part of the failure linear in the spin-orbit energy cancels between opposite wavevectors. The quadratic part survives this step: it is 0.36 mJ/m² for the set of wavevectors equivalent to (0.9, 1.7), and it becomes small only in the average over the whole zone.

The second effect is the response of the exchange splitting. Freezing Δ_i at a stationary point of Ω_tot costs an error of second order, about δΔ_i²/(4I) = I δs_i²/4 per layer when the feedback of the moments on themselves is ignored. With I = Δ/s = 1.5 eV/0.119 ≈ 12.6 eV and the converged moment changes of the slab between 0 and 180°, both magnets together give 0.001 mJ/m². In this model, however, the feedback cannot be ignored. It divides the estimate by 1 − I ∂s/∂Δ, and the eigenvalues of I ∂s/∂Δ in the slab lie between 0.97 and 1.14. At fixed μ and site energies the rigid splitting is therefore a saddle of Ω_tot and not a minimum. With I_i = Δ/s_i chosen to make the parallel state stationary, the nearby stationary point at 180° lies 0.03 mJ/m² above the frozen value. The rigid Δ of the example is an imposed parameter, and the estimate does not bound its error.

The third is magnetostatic. Let both magnets be thick compared with 1/q, and let both interfaces follow the same wave of amplitude h and wavenumber q, with the left magnetization M along the wave. The interfaces then carry magnetic surface charges of amplitude Mhq, opposite in sign for parallel magnets. A charge sheet σ_m has the potential σ_m e^{−qd}/(2q) at distance d, and the mean square of a wave is ½, so the interaction energy of the two interfaces per area is

E = −¼ μ₀M²h²q e^{−qd} cos θ.

For h = 0.2 nm, a period of 15 nm, μ₀M = 1.8 T and d = 0.92 nm, the difference between 180° and 0 is 0.015 mJ/m². It favours parallel magnets and amounts to 9% of the model's coupling. This uses cobalt's magnetization; the model's own moment corresponds to μ₀M = 0.11 T and gives only 6×10⁻⁵ mJ/m². For magnets 1.84 nm thick whose outer surfaces follow the same wave, the value at 1.8 T falls to 0.004 mJ/m².

The parameters were chosen with cobalt/copper/cobalt in mind, where the majority bands match well and the minority bands do not. Measured couplings there are roughly some tenths of a mJ/m² for copper near 1 nm, when quoted as J in E = −J cos θ. In that convention the model gives |J| = 0.086 mJ/m², half of its energy difference of 0.17 mJ/m². A similar order of magnitude is no evidence for the model. Its spacer holds 0.32 electrons per atom where copper has about one outside the d shell, and its moment of 0.12 μ_B is far below cobalt's, roughly 1.7 μ_B. With the same splitting and cobalt's moment, I would be about 14 times smaller. The d bands and thermal spin waves are absent. Real films can also break the assumption of uniform thickness. If half the area has four spacer layers and half has five, in terraces wide enough to act independently, and each magnet stays uniform across both, the energy difference is

½(−0.172 + 0.239) = 0.033 mJ/m²,

and the coupling has changed sign. Narrow terraces do not follow the plain average: in this model stripes 1, 2, 4, 8 and 24 sites wide give 0.171, 0.096, 0.052, 0.043 and 0.036 mJ/m². The theorem itself is unaffected by such disorder, since its proof for a finite trilayer made no use of periodicity. It then relates the total spin current through the spacer to the derivative of the total grand potential.

Computed values

```
general: theta 1.0 rad, mu 0.1 eV, kT 0.1 eV
general: dOmega/dtheta = 0.004406044 eV
general: J_y at 5 spacer cuts (eV): -0.004406044 -0.004406044 -0.004406044 -0.004406044 -0.004406044
general: largest |J_x|,|J_z| = 5.3e-16 eV
general: J_y inside right magnet = -0.004841 eV
general: dF/dtheta at fixed N = 0.004406044 eV
self-consistent: I 4.0 eV, t 0.8 eV, kT 0.1 eV
self-consistent: J_y = 0.02893984 eV
self-consistent: dOmega_total/dtheta = -0.02893984 eV
self-consistent: dOmega_band/dtheta = -0.00324945 eV
one k: in-plane energy -2.4 eV, 5 spacer layers
one k: J_y closed form = 0.00349072 eV
one k: J_y slab, 150-layer magnets = 0.00349072 eV
one k: Omega(1 rad)-Omega(0) closed form = -0.00190765 eV
one k: same from slab = -0.00190765 eV
example: t 0.8 eV, splitting 1.5 eV, mu -2.0 eV
example: a 0.23 nm, T 300 K, kT 25.85 meV
example: spacer filling 0.317 electrons per atom
example: 1 meV per cell = 3.029 mJ/m2
layers, nm, Omega(180)-Omega(0), J_y(90 deg) in mJ/m2:
  4  0.92  -0.1724  0.0861
  5  1.15  0.2393  -0.1196
  6  1.38  0.1039  -0.0519
  7  1.61  -0.0866  0.0433
  8  1.84  -0.0730  0.0365
  9  2.07  0.0355  -0.0177
chosen spacer: 4 layers = 0.92 nm
theta (deg), Omega-Omega(0), J_y in mJ/m2:
    0  0.0000  0.0000
   30  -0.0123  0.0457
   60  -0.0453  0.0772
   90  -0.0891  0.0861
  120  -0.1315  0.0721
  150  -0.1616  0.0406
  180  -0.1724  0.0000
J_y(90 deg) on coarser k mesh = 0.0861 mJ/m2
|J_y(90 deg)| times 2e/hbar = 2.616e+07 A/cm2
Omega(180)-Omega(0) at 150 K = -0.1849 mJ/m2
slab with 8-layer magnets: J_y(90 deg) = -0.6310 mJ/m2
interface spin-orbit energy (rough) = 0.05 eV
with it: J_y = -0.6059 mJ/m2
with it: -dOmega/dtheta = -0.6184 mJ/m2
with it: mismatch of the averages = 1.26e-02 mJ/m2
with it: mean |mismatch| per k = 3.0924 mJ/m2
magnet moment = 0.1188 mu_B per atom
interface moment change, 0 to 180 deg = 6.54e-04 mu_B
frozen-exchange energy error, rough = 3.49e-02 mJ/m2
waviness: height 0.2 nm, period 15.0 nm, mu0*M 1.8 T
waviness: Omega(180)-Omega(0) shift = 0.0147 mJ/m2
```
